# Coupled-perturbed Hartree-Fock equations and the second-order energy: verification in Python

```python
"""Coupled-perturbed Hartree-Fock for a closed shell in a fixed real basis.

Result under test, for H(lam) = H(0) + lam * sum of h1 over electrons:
    (A + B) U = -h1,     E2 = 2 sum_ai U_ai h1_ai,     E'' = 2 E2
    A_ai,bj = delta_ab delta_ij (e_a - e_i) + 2(ai|bj) - (ab|ij)
    B_ai,bj = 2(ai|bj) - (aj|bi)
i, j: doubly occupied orbitals; a, b: empty orbitals; e: orbital energies;
(pq|rs): two-electron integrals in charge-cloud order; U_ai: first-order
mixing of empty orbital a into occupied orbital i; E2: coefficient of lam^2.
The formulas are compared with separately converged SCF solutions at finite
lam and with energies of explicitly rotated determinants.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.linalg import eigh, expm
from scipy.constants import physical_constants
from pyscf import gto

STEP = 0.004                      # spacing of lam in finite differences
POINTS = (-2, -1, 1, 2)


def first_difference(values, step):
    m2, m1, p1, p2 = values
    return (8 * (p1 - m1) - (p2 - m2)) / (12 * step)


def second_difference(values, centre, step):
    m2, m1, p1, p2 = values
    return (16 * (p1 + m1) - (p2 + m2) - 30 * centre) / (12 * step**2)


class Molecule:
    """Integrals, unperturbed SCF solution and response matrices."""

    def __init__(self, atoms, basis):
        mol = gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)
        self.mol = mol
        self.nocc = mol.nelectron // 2
        self.S = mol.intor("int1e_ovlp")
        self.h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
        self.eri = mol.intor("int2e", aosym="s1")
        self.r = mol.intor("int1e_r")
        self.E, self.P, self.F, self.C, self.eps = self.scf(self.h)

    def fock(self, P, h):
        J = np.einsum("pqrs,sr->pq", self.eri, P)
        K = np.einsum("prsq,rs->pq", self.eri, P)
        return h + J - K / 2

    def energy(self, P, h):
        """Electronic energy of the determinant with density P."""
        return 0.5 * np.einsum("pq,qp->", h + self.fock(P, h), P).real

    def scf(self, h, guess=None):
        """Self-consistent solution by extrapolation of Fock matrices."""
        s, V = np.linalg.eigh(self.S)
        X = V @ np.diag(s**-0.5) @ V.T
        F = h if guess is None else self.fock(guess, h)
        focks, errors = [], []
        for _ in range(200):
            C = eigh(F, self.S)[1]
            P = 2 * C[:, :self.nocc] @ C[:, :self.nocc].T
            F = self.fock(P, h)
            error = X @ (F @ P @ self.S - self.S @ P @ F) @ X
            if np.abs(error).max() < 1e-9:
                eps, C = eigh(F, self.S)
                return self.energy(P, h), P, F, C, eps
            focks = (focks + [F])[-8:]
            errors = (errors + [error.ravel()])[-8:]
            norms = np.array([np.linalg.norm(e) for e in errors])
            unit = np.array(errors) / norms[:, None]
            weights = np.linalg.lstsq(unit @ unit.T, norms.min() / norms,
                                      rcond=1e-13)[0] / norms
            weights /= weights.sum()
            F = sum(w * f for w, f in zip(weights, focks))
        raise RuntimeError("SCF did not converge")

    def response_matrices(self):
        n = self.nocc
        O, V = self.C[:, :n], self.C[:, n:]
        vovo = np.einsum("pqrs,pa,qi,rb,sj->aibj", self.eri, V, O, V, O,
                         optimize=True)
        vvoo = np.einsum("pqrs,pa,qb,ri,sj->abij", self.eri, V, V, O, O,
                         optimize=True)
        gap = (self.eps[n:, None] - self.eps[None, :n]).ravel()
        size = gap.size
        A = np.diag(gap) + (2 * vovo - vvoo.transpose(0, 2, 1, 3)
                            ).reshape(size, size)
        B = (2 * vovo - vovo.transpose(0, 3, 2, 1)).reshape(size, size)
        return A, B, gap, vovo, vvoo

    def empty_occupied(self, M):
        return (self.C[:, self.nocc:].T @ M @ self.C[:, :self.nocc]).ravel()

    def rotated_density(self, kappa):
        n, size = self.nocc, self.C.shape[1]
        K = np.zeros((size, size), dtype=kappa.dtype)
        K[n:, :n] = kappa.reshape(size - n, n)
        K[:n, n:] = -K[n:, :n].conj().T
        O = (self.C @ expm(K))[:, :n]
        return 2 * O @ O.conj().T


def solve_response(m, h1, A, B):
    h_ai = m.empty_occupied(h1)
    U = np.linalg.solve(A + B, -h_ai)
    return h_ai, U, 2 * U @ h_ai


def check_perturbation(m, h1, A, B, gap):
    """Compare the response formulas with SCF solutions at finite lam."""
    h_ai, U, E2 = solve_response(m, h1, A, B)
    runs = [m.scf(m.h + k * STEP * h1, m.P) for k in POINTS]
    energies = [run[0] for run in runs]
    slope = first_difference(energies, STEP)
    curvature = second_difference(energies, m.E, STEP)
    dP = first_difference([run[1] for run in runs], STEP)
    dF = first_difference([run[2] for run in runs], STEP)
    dP_mo = m.C.T @ m.S @ dP @ m.S @ m.C
    n = m.nocc
    U_numeric = dP_mo[n:, :n].ravel() / 2
    dF_ai = m.empty_occupied(dF)
    tol = 2e-5                    # truncation and SCF noise over STEP
    assert np.abs(dP_mo[:n, :n]).max() < tol
    assert np.abs(dP_mo[n:, n:]).max() < tol
    assert np.allclose(U_numeric, U, rtol=tol, atol=tol)
    assert np.allclose(dF_ai, -gap * U_numeric, rtol=tol, atol=5 * tol)
    induced = (A + B - np.diag(gap)) @ U_numeric
    assert np.allclose(dF_ai, h_ai + induced, rtol=tol, atol=5 * tol)
    assert np.isclose(slope, np.sum(m.P * h1), rtol=1e-6, atol=1e-6)
    assert np.isclose(curvature, 2 * E2, rtol=tol, atol=tol)
    return h_ai, U, E2, slope, curvature, energies


def check_second_variation(m, A, B):
    """Energy curvature along real and imaginary orbital rotations."""
    rng = np.random.default_rng(7)
    t = 0.01
    for _ in range(3):
        k = rng.normal(size=len(A))
        k /= np.linalg.norm(k)
        for phase, matrix in ((1.0, A + B), (1j, A - B)):
            values = [m.energy(m.rotated_density(p * t * phase * k), m.h)
                      for p in POINTS]
            numeric = second_difference(values, m.E, t)
            assert np.isclose(numeric, 4 * k @ matrix @ k,
                              rtol=1e-5, atol=1e-5)


bohr_in_angstrom = physical_constants["Bohr radius"][0] * 1e10
volume = bohr_in_angstrom**3

# Hydrogen molecule: one occupied and one empty orbital
R = 1.4
h2 = Molecule([["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]], "sto-3g")
if h2.empty_occupied(h2.r[2])[0] < 0:
    h2.C[:, 1] *= -1              # orbital sign chosen so that z_ai > 0
A, B, gap, vovo, vvoo = h2.response_matrices()
check_second_variation(h2, A, B)
z_ai, U, E2, slope, curv, energies = check_perturbation(
    h2, h2.r[2], A, B, gap)
J, K = vvoo.item(), vovo.item()
assert np.isclose((A + B).item(), gap[0] + 3 * K - J, atol=1e-10)
assert (A + B).item() > 0 and E2 < 0
print("H2, RHF/STO-3G, field along the bond (z)")
print(f"bond length = {R:.2f} bohr")
print(f"total energy, no field = {h2.E + h2.mol.energy_nuc():.6f} hartree")
print(f"e_i = {h2.eps[0]:.6f} hartree")
print(f"e_a = {h2.eps[1]:.6f} hartree")
print(f"e_a - e_i = {gap[0]:.6f} hartree")
print(f"J = (aa|ii) = {J:.6f} hartree")
print(f"K = (ai|ai) = {K:.6f} hartree")
print(f"A = {A.item():.6f} hartree")
print(f"B = {B.item():.6f} hartree")
print(f"A+B = {(A + B).item():.6f} hartree")
print(f"z_ai = {z_ai[0]:.6f} bohr")
print(f"U_ai = {U[0]:.6f} per a.u. of field")
print(f"E2 = {E2:.6f} a.u.")
print(f"alpha_zz, coupled = {-2 * E2:.6f} bohr^3")
print(f"alpha_zz, coupled = {-2 * E2 * volume:.4f} angstrom^3")
print(f"alpha_zz, SCF energy differences = {-curv:.6f} bohr^3")
print(f"alpha_zz, uncoupled = {4 * np.sum(z_ai**2 / gap):.6f} bohr^3")
print(f"field step = {STEP:.3f} a.u.")
print(f"electronic energy, field 0 = {h2.E:.11f} hartree")
print(f"electronic energy, 1 step = {energies[2]:.11f} hartree")
print(f"electronic energy, 2 steps = {energies[3]:.11f} hartree")

# Water: a coupled set of equations
hy, hz = 1.43, 1.11
water = Molecule([["O", (0, 0, 0)], ["H", (0, hy, hz)],
                  ["H", (0, -hy, hz)]], "6-31g")
A, B, gap, vovo, vvoo = water.response_matrices()
check_second_variation(water, A, B)
lowest = np.linalg.eigvalsh(A + B)[0]
assert lowest > 0
print("Water, RHF/6-31G, O at origin, H at (0, +-y, z)")
print(f"y = {hy:.2f} bohr, z = {hz:.2f} bohr")
print(f"O-H distance = {np.hypot(hy, hz):.4f} bohr")
print(f"H-O-H angle = {2 * np.degrees(np.arctan2(hy, hz)):.2f} degrees")
print(f"total energy = {water.E + water.mol.energy_nuc():.6f} hartree")
print(f"occupied = {water.nocc}, empty = {len(water.eps) - water.nocc}")
print(f"number of unknowns U_ai = {len(gap)}")
print(f"lowest eigenvalue of A+B = {lowest:.6f} hartree")
coupled = []
for axis, h1 in zip("xyz", water.r):
    h_ai, U, E2, slope, curv, energies = check_perturbation(
        water, h1, A, B, gap)
    assert E2 < 0
    coupled.append(-2 * E2)
    print(f"alpha_{axis}{axis}, coupled = {-2 * E2:.5f} bohr^3")
    print(f"  SCF energy differences = {-curv:.5f} bohr^3")
    print(f"  uncoupled = {4 * np.sum(h_ai**2 / gap):.5f} bohr^3")
mean = np.mean(coupled)
print(f"mean alpha, coupled = {mean:.5f} bohr^3")
print(f"mean alpha, coupled = {mean * volume:.4f} angstrom^3")

# First-order orbitals give an energy error of fourth order in the field
h1 = water.r[2]
U = solve_response(water, h1, A, B)[1]
excess = []
for field in (0.01, 0.005):
    gaps = []
    for f in (field, -field):
        h = water.h + f * h1
        trial = water.energy(water.rotated_density(f * U), h)
        gaps.append(trial - water.scf(h, water.P)[0])
    excess.append(np.mean(gaps))
    print(f"energy error, z field {field:.3f} a.u. = "
          f"{excess[-1]:.3e} hartree")
ratio = excess[0] / excess[1]
assert min(excess) > 0 and abs(ratio - 16) < 0.8
print(f"error ratio on halving the field = {ratio:.3f}")

# A perturbation that is not a field: attraction to the oxygen nucleus
with water.mol.with_rinv_origin((0, 0, 0)):
    h1 = -water.mol.intor("int1e_rinv")
h_ai, U, E2, slope, curv, energies = check_perturbation(
    water, h1, A, B, gap)
print("Water, perturbation -1/r about oxygen, lam dimensionless")
print(f"E1 = Tr(P h1) = {np.sum(water.P * h1):.6f} hartree")
print(f"E1, SCF energy differences = {slope:.6f} hartree")
print(f"E2 = 2 U.h1 = {E2:.6f} hartree")
print(f"E2, SCF energy differences = {curv / 2:.6f} hartree")

print("no test failed")
```

Output:

```
H2, RHF/STO-3G, field along the bond (z)
bond length = 1.40 bohr
total energy, no field = -1.116714 hartree
e_i = -0.578203 hartree
e_a = 0.670268 hartree
e_a - e_i = 1.248471 hartree
J = (aa|ii) = 0.663564 hartree
K = (ai|ai) = 0.181258 hartree
A = 0.947423 hartree
B = 0.181258 hartree
A+B = 1.128680 hartree
z_ai = 0.931019 bohr
U_ai = -0.824874 per a.u. of field
E2 = -1.535948 a.u.
alpha_zz, coupled = 3.071896 bohr^3
alpha_zz, coupled = 0.4552 angstrom^3
alpha_zz, SCF energy differences = 3.071896 bohr^3
alpha_zz, uncoupled = 2.777148 bohr^3
field step = 0.004 a.u.
electronic energy, field 0 = -1.83100003935 hartree
electronic energy, 1 step = -1.83102461433 hartree
electronic energy, 2 steps = -1.83109833702 hartree
Water, RHF/6-31G, O at origin, H at (0, +-y, z)
y = 1.43 bohr, z = 1.11 bohr
O-H distance = 1.8102 bohr
H-O-H angle = 104.36 degrees
total energy = -75.983926 hartree
occupied = 5, empty = 8
number of unknowns U_ai = 40
lowest eigenvalue of A+B = 0.359850 hartree
alpha_xx, coupled = 1.39386 bohr^3
  SCF energy differences = 1.39386 bohr^3
  uncoupled = 0.98392 bohr^3
alpha_yy, coupled = 6.64925 bohr^3
  SCF energy differences = 6.64925 bohr^3
  uncoupled = 4.80859 bohr^3
alpha_zz, coupled = 4.42027 bohr^3
  SCF energy differences = 4.42027 bohr^3
  uncoupled = 3.29639 bohr^3
mean alpha, coupled = 4.15446 bohr^3
mean alpha, coupled = 0.6156 angstrom^3
energy error, z field 0.010 a.u. = 6.691e-08 hartree
energy error, z field 0.005 a.u. = 4.182e-09 hartree
error ratio on halving the field = 16.000
Water, perturbation -1/r about oxygen, lam dimensionless
E1 = Tr(P h1) = -23.433392 hartree
E1, SCF energy differences = -23.433392 hartree
E2 = 2 U.h1 = -0.858897 hartree
E2, SCF energy differences = -0.858897 hartree
no test failed
```
